Unstable Edge Modes of a Circular Monolayer Island Growing by Adatom Diffusion

**Result**

Let a compact monolayer island of radius R grow at speed V = dR/dt by capturing adatoms from the surrounding substrate. Deform its edge to r = R + ε cos mθ, with ε small. In the model defined below the amplitude obeys dε/dt = ω_m ε, where

ω_m = ΩD/(1 + ℓq_m) · [G(q_m − q_1) − c_eq Γ q_m(m² − 1)/R²].  (1)

Here G is the adatom density gradient at the circular edge, q_m is the inverse decay length of the m-fold diffusion field at the edge, Γ is the capillary length and ℓ measures slow attachment. The first term is the diffusive instability, the second the smoothing by edge stiffness.

**Theorem.** Let G > 0 and define

N = GR²/(c_eq Γ),  Φ_m = (m² − 1)q_m/(q_m − q_1).

(a) A mode m ≥ 2 grows if and only if N > Φ_m.
(b) Φ_m increases with m without limit, so the growing modes, if any, form one finite band 2 ≤ m ≤ m_max.
(c) As R/λ → 0, with λ the diffusion length, Φ_m → m(m + 1).
(d) The relative amplitude ε/R never grows for m = 2, and for no m if ℓ ≥ R.

**Model and conventions**

Adatoms arrive at rate F per area, diffuse with diffusivity D and leave the surface after a mean time τ. Far away their density is c∞ = Fτ. The diffusion length is λ = √(Dτ). The field is quasi-static: it adjusts to the edge before the edge moves appreciably. Outside the island

∇²c = (c − c∞)/λ².  (2)

A finite λ is needed because the steady field around a disc in an unbounded plane without loss varies as ln r and cannot approach a constant.

The normal n points from the island to the substrate. Curvature κ is positive for a disc. At the edge

D ∂c/∂n = k[c − c_eq(1 + Γκ)],  v_n = ΩD ∂c/∂n.  (3)

The first law equates the arriving flux to the net attachment rate, with attachment speed k and ℓ = D/k. The second converts flux to area, Ω being the area per atom; it neglects the adatom coverage Ωc against one. The equilibrium density is c_eq at a straight edge. At a convex edge it is higher by the linear Gibbs-Thomson term, with Γ = Ωγ̃/kT and γ̃ the edge stiffness. The edge energy per length is taken as isotropic, so the stiffness equals it. Diffusion along the edge, capture from the island top and neighbouring islands are omitted.

**The growing circle**

The decaying circular solution of (2) is

c_0(r) = c∞ − A K_0(r/λ)/K_0(R/λ),

where K_m is the modified Bessel function. For every m define

q_m = −K_m'(R/λ)/[λK_m(R/λ)] > 0.

Then G = c_0'(R) = q_0 A. The attachment law, divided by k, gives

ℓq_0 A = c∞ − A − c_eq(1 + Γ/R).

Solving for A, and writing σ = c∞/c_eq − 1 for the supersaturation,

G = q_0 c_eq(σ − Γ/R)/(1 + ℓq_0),  V = ΩDG.  (4)

The island grows only if R > Γ/σ, the critical nucleus radius.

**Lemma 1 (growth rate).** Equation (1) holds, and ω_1 = 0.

Proof. In polar coordinates κ = (r² + 2r'² − rr'')/(r² + r'²)^(3/2), primes on r denoting θ derivatives. To first order κ = 1/r − r''/r². Since r'' = −m²ε cos mθ,

κ = 1/R + ε(m² − 1)cos mθ/R².

The perturbed density is

c = c_0(r) + εb cos mθ K_m(r/λ)/K_m(R/λ).

Tilting the normal changes ∂c/∂n only at second order, because c_0 does not depend on θ. Evaluated on the displaced edge, the coefficients of ε cos mθ are

density: G + b,
normal gradient: c_0''(R) − q_m b.

To find c_0'', use (2) at r = R, where c_0 − c∞ = −A = −G/q_0:

c_0''(R) = −G/R − G/(q_0λ²) = −GH,  H = 1/R + 1/(q_0λ²).

The identities K_0' = −K_1 and K_1'(x) = −K_0(x) − K_1(x)/x give

q_0 = K_1/(λK_0),  q_1 = 1/R + K_0/(λK_1) = 1/R + 1/(q_0λ²).

Hence H = q_1. The attachment law at first order is

ℓ(−Gq_1 − q_m b) = G + b − c_eq Γ(m² − 1)/R²,

so

b(1 + ℓq_m) = −G − ℓGq_1 + c_eq Γ(m² − 1)/R².

The radial and normal edge speeds agree at first order, and therefore ω_m = ΩD(−Gq_1 − q_m b). Inserting b over the common denominator 1 + ℓq_m gives the numerator

−Gq_1 − ℓq_m Gq_1 + q_m G + ℓq_m Gq_1 − q_m c_eq Γ(m² − 1)/R².

The two terms in ℓ cancel, leaving (1). At m = 1 both terms of (1) vanish. This is required, since to first order that mode only shifts the circle. ∎

A bulge reaches into denser adatom gas, which gives the contribution q_m G. The term −Gq_1 arises because the gradient of the unperturbed field weakens outward.

**Lemma 2 (ordering of the thresholds).** For m ≥ 2, q_m > q_1, and Φ_m increases with m.

Proof. Put μ = m², allow any μ ≥ 0, and consider

E_μ[f] = ∫_R^∞ [r f'² + μf²/r + r f²/λ²] dr

for functions of finite energy with f(R) = 1. Let f = u + g, where u = K_m(r/λ)/K_m(R/λ) and g(R) = 0. The cross term, after integration by parts, is

2∫_R^∞ g[−(r u')' + μu/r + r u/λ²] dr = 0,

because u satisfies the radial form of the homogeneous equation (2). Thus E_μ[f] = E_μ[u] + E_μ[g], and u is the unique minimiser. Integrating E_μ[u] by parts in the same way leaves the boundary term −Ru'(R), so the minimum is Q(μ) = Rq_m.

For μ' > μ, use the minimiser w belonging to μ' as a trial function:

Q(μ) ≤ E_μ[w] < E_μ'[w] = Q(μ').

So Q increases. Next let μ = sμ_1 + (1 − s)μ_2 with μ_1 ≠ μ_2 and 0 < s < 1. Since E_μ is linear in μ,

Q(μ) = sE_μ1[u] + (1 − s)E_μ2[u] > sQ(μ_1) + (1 − s)Q(μ_2).

The inequality is strict because different μ have different minimisers. Q is therefore strictly concave, and its chord slope [Q(μ) − Q(1)]/(μ − 1) decreases with μ. Now Φ_m is Q(m²) divided by this slope: an increasing positive numerator over a decreasing positive denominator. ∎

**Proof of (a), (b) and (c).** Since q_m > q_1, the bracket in (1) is positive exactly when

GR²/(c_eq Γ) > (m² − 1)q_m/(q_m − q_1),

which is (a). Lemma 2 orders the thresholds. Also Φ_m > m² − 1, because q_m/(q_m − q_1) > 1, so they grow without limit. This proves (b).

For (c), write x = R/λ. The recurrence K_m' = −K_{m−1} − (m/x)K_m gives

Rq_m = m + xK_{m−1}(x)/K_m(x).  (5)

For x → 0 and m ≥ 1 the last term vanishes. Then q_m = m/R and Φ_m = (m² − 1)m/(m − 1) = m(m + 1). ∎

Attachment enters the threshold only through G. At fixed G, a larger ℓ slows every mode without moving the band. At fixed supersaturation it also lowers G by (4), which can remove the highest modes from the band.

**Growth relative to the circle**

An island can have growing ε and still become rounder. The relative amplitude changes at the rate d ln(ε/R)/dt = ω_m − V/R, so the shape departs further from a circle only if ω_mR/V > 1. Dividing (1) by V = ΩDG gives

ω_mR/V = [R(q_m − q_1) − Rq_m(m² − 1)/N]/(1 + ℓq_m).  (6)

**Proof of (d).** From (5),

R(q_2 − q_1) = 1 + x(K_1/K_2 − K_0/K_1).

The integral 2K_m(x) = ∫ exp(−x cosh t + mt) dt over all real t, with the Cauchy-Schwarz inequality applied to the functions 1 and e^t under the weight exp(−x cosh t), gives K_1² < K_0K_2. Hence K_1/K_2 < K_0/K_1 and R(q_2 − q_1) < 1. In (6) stiffness lowers the numerator and the denominator is at least one, so ω_2R/V < 1.

For any m, ω_mR/V > 1 would require R(q_m − q_1) > 1 + ℓq_m, or

(R − ℓ)q_m > 1 + Rq_1.

The right side is positive, so ℓ < R is necessary. ∎

It is not sufficient, since stiffness must also be overcome.

**Two limits**

*Long diffusion length, λ ≫ R.* With N held fixed, (6) becomes

ω_mR/V = (m − 1)[1 − m(m + 1)/N]/(1 + mℓ/R).  (7)

For ℓ = 0 the right side is m − 1 − (m³ − m)/N. Setting its derivative with respect to m to zero gives the fastest continuous mode, m = √((N + 1)/3). Relative growth needs

N > (m − 1)m(m + 1)/(m − 2).

With j = m − 2 the right side is j² + 6j + 11 + 6/j. From j to j + 1 it rises by 2j + 7 − 6/[j(j + 1)], which is positive for j ≥ 1. The lowest threshold is therefore at m = 3, where N = 24. Thus, in this limit, for ℓ = 0 and rising N, a threefold distortion is the first to outgrow the circle. At finite R/λ this can change: by (6), m = 3 is still first at R/λ = 0.5, but m = 4 is first at R/λ = 1. With slow attachment a higher mode can be first: at ℓ/R = 0.3, (7) requires N > 240 for m = 3 but only N > 75 for m = 4.

*Short diffusion length, λ ≪ R.* Let y(x) = Rq_m = −xK_m'/K_m. Bessel's equation becomes y² − xy' = x² + m². Inserting y = x + 1/2 + a/x, the terms independent of x give 1/4 + 2a = m², so a = (4m² − 1)/8. Hence, for fixed m,

R(q_m − q_1) ≈ (m² − 1)/(2x),  Φ_m ≈ 2x².

The thresholds of fixed modes merge at leading order, and N > 2x² becomes Gλ² > 2c_eq Γ, a condition without R. The edge then behaves locally as a straight front. Relative growth of a fixed mode is lost once R is large enough. For m = 3 without stiffness and with ℓ = 0, the asymptotic form puts this at R/λ = 4; the full Bessel expression gives 2.60, so the leading term is only a rough guide there.

**Worked example**

Take illustrative values, with only the lattice constant and the temperature, 1300 K, chosen to suit graphene islands on copper: γ̃ = 5 eV/nm, D = 10⁻⁵ cm²/s = 10⁹ nm²/s, c_eq = 10⁻³ nm⁻², λ = 5000 nm, ℓ = 20 nm and σ = 0.5. With Ω = 0.0262 nm² and kT = 0.112 eV,

Γ = 0.0262 × 5/0.112 = 1.17 nm.

The critical radius in this linear model is 1.17/0.5 = 2.34 nm. So small an island is outside the range of the linear Gibbs-Thomson term: the exponential law gives Γ/ln(1 + σ) = 2.89 nm. At the much larger radii studied below, Γ/R is small and the linear term suffices. At R = 500 nm, Rq_0 = 0.406, so ℓq_0 = 0.0162. Equation (4) then gives

N = 0.406/1.0162 × (0.5 × 500/1.17 − 1) = 85.0,
V = 0.0262 × 10⁹ × 3.976 × 10⁻⁷ = 10.4 nm/s.

This speed is about 0.63 μm/min. Since Φ_8 = 72.3 and Φ_9 = 90.3, modes 2 to 8 grow. The fastest is m = 5, with ω_5 = 0.0445 s⁻¹ and ω_5R/V = 2.14. The simpler formula (7) gives 4(1 − 30/85)/(1 + 0.2) = 2.16. Modes 2 and 8 have ratios 0.84 and 0.79: their amplitudes grow, but more slowly than the radius. Only modes 3 to 7 distort the relative shape at this moment.

Formula (1) was tested against a direct solution of the field around edges deformed by ±10⁻⁴R, with full curvature and normals, for m = 1 to 9 at R = 500 nm and three parameter sets. These had λ from 300 to 5000 nm and ℓ from 0 to 400 nm. The largest difference in ω_mR/V, divided by one plus its magnitude, was 1.2 × 10⁻⁶.

The onset radius of each mode follows from N(R) = Φ_m(R). It is 68 nm for m = 2, 116 nm for m = 3 and 445 nm for m = 8. These lie far above the critical nucleus: by (4), N ≈ Rq_0σR/Γ when R ≫ Γ/σ and ℓq_0 ≪ 1, so mode m grows only when R exceeds the critical radius Γ/σ by a factor of about Φ_m/(Rq_0), and Rq_0 is below one at these radii. Mode 3 starts to outgrow the circle at 245 nm.

**Growth history and thermal seeds**

Because R changes while ε grows, a single exponential is not enough. In the quasi-static model dε/dR = (ω_m/V)ε, and hence

ε(R_1)/ε(R_0) = exp ∫ (ω_m/V) dR, from R_0 to R_1.

Between 500 and 1000 nm, which takes 60 s, the gain is 1.83 for m = 2, below the doubling of R as (d) requires. It is 6.41 for m = 5 and largest, 7.45, for m = 6. The favoured mode moves upward because N grows with R. For m = 4, following the deformed edge from an amplitude of 0.1 nm gave a gain of 4.765, equal to the integral at the digits printed.

Equilibrium fluctuations estimate the initial amplitude. To second order, with mean radius R̄, the area is πR̄² + πε²/2 and the perimeter is 2πR̄ + πm²ε²/(2R). Fixing the area at πR² gives R̄ = R − ε²/(4R), so the perimeter excess is π(m² − 1)ε²/(2R). Multiplying by γ̃ and assigning kT/2 to the mode,

⟨ε²⟩ = kTR/[πγ̃(m² − 1)].

At 500 nm this gives 0.385 nm for m = 5 and 0.319 nm for m = 6. After the gain they become 2.47 and 2.38 nm: the larger seed of m = 5 outweighs its smaller gain. These figures suppose an edge in equilibrium at 500 nm. In an island that has grown from a small nucleus, m = 5 and m = 6 have already been amplified since 233 and 300 nm, and noise continues to act. Both effects raise the amplitudes, so the figures are low estimates and do not settle which mode is largest.

**Comparison with real islands**

The temperature and lattice constant suit graphene growth on copper. The stiffness, diffusivity, diffusion length, adatom density, supersaturation and attachment length are rough assumptions and depend on the gas and the surface. Faceted islands break the assumption of an isotropic edge, whether in stiffness, in attachment speed or in both. Only the stiffness is examined here. For an edge energy proportional to 1 + α cos 6φ, with φ the normal angle, the stiffness is proportional to 1 − 35α cos 6φ. At α = 0.01 it varies by ±35%; using the lowest or highest value uniformly moves m_max from 8 to 10 or 7. The variation also drives a perfect circle into a sixfold shape, with amplitude 23 nm at R = 1000 nm if the island was circular at 500 nm. This is about ten times the estimate above for a thermal seed with m = 6. Both figures are low. The anisotropy drives the sixfold mode from the start of growth, so an island grown from a small radius is not circular at 500 nm: the linear equation, integrated from R = 20 nm, gives a sixfold amplitude near 18 nm there, which is then amplified by the same gain as the thermal seed. The factor of ten is therefore not an upper bound on the ratio. Above α = 0.0286 the stiffness is negative in some directions and this theory fails. Slow attachment matters too: with R = 500 nm and the other parameters fixed, all relative growth ends at ℓ = 150 nm.

The other omissions can be estimated one by one. Edge diffusion, with diffusivity D_e and n_e mobile atoms per length, carries a flux −D_e n_e Γ ∂κ/∂s along the edge coordinate s. Its convergence adds −ΩD_e n_e Γm²(m² − 1)/R⁴ to ω_m. For assumed values D_e = 10⁻⁷ cm²/s and n_e = 0.1 nm⁻¹ this is 2.1% of the stiffness damping at m = 8, but 12% of ω_8 itself, since that rate is a small difference between drive and damping. If every atom landing on the island diffused to its edge and was absorbed there, the speed would rise by ΩFR/2, or 3.8%. This supply would also add −(m − 1)ΩF/2 to ω_m, lowering ω_5 by 7% and ω_8 by 33%, though modes 2 to 8 would still grow. If the edge could also release atoms onto the island top, the stiffness damping would increase further; the model excludes this exchange. An equal neighbour 10 μm away causes a depletion K_0(10 μm/λ)/K_0(R/λ) = 4.7% of the island's own. This lowers ω_8 by about 30%, and the depletions of many neighbours add: in a triangular array with 10 μm spacing V falls by about 28% and N to about 62, below Φ_8. Because atoms are lost at rate 1/τ, transients in the field decay at least as fast as exp(−t/τ). Here τ = 0.025 s is a fraction 5 × 10⁻⁴ of R/V, and the far coverage is Ωc∞ = 4 × 10⁻⁵, so the quasi-static and dilute assumptions are sound here. The remaining mode-by-mode values are in the numerical output.

Table of computed values

```
Temperature 1300 K, kT = 0.1120 eV
Lattice constant 0.246 nm, area per atom 0.02620 nm^2
Edge stiffness 5.0 eV/nm, capillary length 1.170 nm
Diffusivity 1.0e-05 cm^2/s, c_eq 1.0e-03 nm^-2
Diffusion length 5000 nm, lifetime 0.025 s
Kinetic length 20 nm, supersaturation 0.5
Critical nucleus radius 2.34 nm
Island radius 500 nm, R/lambda = 0.10
R*q_0 = 0.4060, R*q_1 = 1.0246
Gradient G = 3.976e-07 nm^-3
Edge speed V = 10.42 nm/s, V/R = 0.0208 1/s
Drive number N = 85.00
Growing modes: m = 2 to 8; fastest m = 5
Laplace, ell=0 fastest continuous m = 5.35
Laplace continuous cutoff m = 8.73
m | Phi_m | omega (1/s) | omega*R/V
2 | 6.14 | 0.0175 | 0.842
3 | 12.14 | 0.0315 | 1.513
4 | 20.16 | 0.0408 | 1.958
5 | 30.18 | 0.0445 | 2.137
6 | 42.21 | 0.0421 | 2.020
7 | 56.23 | 0.0329 | 1.580
8 | 72.25 | 0.0165 | 0.792
9 | 90.28 | -0.0076 | -0.364
10 | 110.30 | -0.0398 | -1.909
m | onset R (nm) | relative onset R (nm) | gain | seed (nm)
2 | 68.4 | none | 1.828 | 1.090
3 | 116.3 | 244.8 | 3.115 | 0.668
4 | 171.6 | 264.2 | 4.765 | 0.488
5 | 233.1 | 314.4 | 6.409 | 0.385
6 | 299.6 | 375.9 | 7.454 | 0.319
7 | 370.3 | 443.9 | 7.387 | 0.273
8 | 444.7 | 516.6 | 6.152 | 0.238
9 | 522.1 | 593.1 | 4.253 | 0.211
10 | 602.2 | 672.6 | 2.414 | 0.190
Gains run from 500 to 1000 nm, time 60.3 s
Finite-amplitude solver gain, m=4: 4.765
Largest gain: m = 6, seed*gain = 2.38 nm
Relative growth at 500 nm ends at kinetic length 149.6 nm
m=3, no stiffness, ell=0: relative growth ends at R/lambda 2.597
Largest solver-formula rate difference (scaled) 1.2e-06
Anisotropy 0.01: stiffness varies by +-35 %
Stiffness turns negative above anisotropy 0.0286
Cutoff m, uniform low/high stiffness: 10, 7
Sixfold drive / V at 500 nm: 1.99 %
Sixfold amplitude from a circle at 1000 nm: 23.10 nm
Edge diffusivity 1e-07 cm^2/s, density 0.1 nm^-1
Edge diffusion / stiffness damping, m=8: 2.11 %
Landing on island / edge speed: 3.77 %
Depletion by neighbour at 10 um: 4.69 %
Field delay tau*V/R = 5.2e-04
Adatom coverage Omega*c_far = 3.9e-05
```
